# Valence Dirac orbitals outside the core and relativistic pseudopotentials: a numerical check

```python
# Result under test: outside the atomic core the large component P of a valence
# Dirac orbital obeys the radial Schroedinger equation (same potential V, Dirac
# energy eps) up to terms alpha^2 * (valence-size quantities); the (Z alpha)^2
# effects arise inside the core and reach the valence region via the matching.
# Symbols (Hartree atomic units): P, Q large and small radial components,
# kappa Dirac quantum number, c = 1/alpha, M = 1 + (eps - V)/(2 c^2),
# w = r V, L = P'/P, r_c core radius. Atoms: Dirac-Kohn-Sham, LDA exchange only,
# spherical average, spin restricted, point nucleus.
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial
from scipy.constants import fine_structure as alpha, physical_constants
from scipy.integrate import simpson, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

c = 1 / alpha
hartree_ev = physical_constants["Hartree energy in eV"][0]
r_c = 2.0


# ---- symbolic test: elimination of the small component -----------------------
def test_elimination():
    r, cc, e, k = sp.symbols("r c e k", positive=True)
    P, V = sp.Function("P")(r), sp.Function("V")(r)
    M = 1 + (e - V) / (2 * cc**2)
    KP = P.diff(r) + k * P / r
    Q = KP / (2 * cc * M)
    second_dirac = Q.diff(r) - k * Q / r + (e - V) * P / cc
    S = ((e - V)**2 * P + V.diff(r) * KP / (2 * M)) / cc**2
    claimed = P.diff(r, 2) - k * (k + 1) * P / r**2 + 2 * (e - V) * P + S
    assert sp.simplify(2 * cc * M * second_dirac - claimed) == 0


test_elimination()


# ---- matrix test: j-dependent potentials written with L.S (l = 1) ------------
def test_spin_orbit_form():
    l, v_plus, v_minus = 1, -0.7, -1.1
    m = np.arange(l, -l - 1, -1)
    raise_l = np.diag(np.sqrt(l * (l + 1) - m[1:] * (m[1:] + 1.0)), 1)
    raise_s = np.array([[0.0, 1.0], [0.0, 0.0]])
    ls = (np.kron(np.diag(m), np.diag([0.5, -0.5]))
          + 0.5 * (np.kron(raise_l, raise_s.T) + np.kron(raise_l.T, raise_s)))
    mean = ((l + 1) * v_plus + l * v_minus) / (2 * l + 1)
    v_so = 2 * (v_plus - v_minus) / (2 * l + 1)
    levels = np.linalg.eigvalsh(mean * np.eye(6) + v_so * ls)
    expected = np.sort([v_plus] * (2 * l + 2) + [v_minus] * (2 * l))
    assert np.allclose(levels, expected, atol=1e-12)


test_spin_orbit_form()

# ---- staggered logarithmic grid: P on even points, Q on odd points -----------
n_grid = 3600
x = np.linspace(np.log(1e-6), np.log(40.0), n_grid)
r = np.exp(x)
h = 2 * (x[1] - x[0])
r_q = r[1::2]


def orbitals(kappa, w, count, c_q, upper=0.0):
    """Lowest bound states; c_q is the speed of light at each Q point."""
    diag = w / r
    diag[1::2] -= 2 * c_q**2
    off = 1 / (h * np.sqrt(r[:-1] * r[1:]))
    off[0::2] *= -np.exp(-kappa * h / 2) * c_q
    off[1::2] *= np.exp(kappa * h / 2) * c_q[:-1]
    first = 1 if kappa > 0 else 0      # regular solution at the inner edge
    energy, vec = eigh_tridiagonal(
        diag[first:], off[first:], select="v",
        select_range=(-0.8 * w[0]**2, upper), lapack_driver="stebz", tol=1e-12)
    assert len(energy) >= count
    full = np.zeros((n_grid, count))
    full[first:] = vec[:, :count]
    return energy[:count], full


c_true = np.full(n_grid // 2, c)

# grid test against the exact point-nucleus Dirac levels, Z = 79
grid_error = 0.0
for kappa, levels in ((-1, (1, 2)), (1, (2,))):
    found = orbitals(kappa, np.full(n_grid, -79.0), len(levels), c_true)[0]
    gam = np.sqrt(kappa**2 - (79 * alpha)**2)
    for e_num, n in zip(found, levels):
        exact = c**2 * (1 / np.sqrt(1 + (79 * alpha / (n - 1 + gam))**2) - 1)
        grid_error = max(grid_error, abs(e_num / exact - 1))
assert grid_error < 1e-4               # second-order grid


def self_consistent(Z, ns, n_p, nd, nf):
    """Converged w = r V for s1 valence atoms."""
    shells = {-1: [2] * (ns - 1) + [1], 1: [2] * n_p, -2: [4] * n_p,
              2: [4] * nd, -3: [6] * nd, 3: [6] * nf, -4: [8] * nf}
    assert sum(map(sum, shells.values())) == Z
    w = -1 - (Z - 1) / (1 + 0.53625 * r * Z**(1 / 3) / 0.88534)**2
    ws, fs = [], []
    for cycle in range(100):
        dens = np.zeros(n_grid)
        for kappa, occ in shells.items():
            if occ:
                vec = orbitals(kappa, w, len(occ), c_true, 0.05)[1]
                dens += vec**2 @ np.array(occ, float) / (h * r)
        total = (CubicSpline(x[0::2], dens[0::2])(x)
                 + CubicSpline(x[1::2], dens[1::2])(x))
        total = np.maximum(total, 1e-60)
        charge = CubicSpline(x, total * r).antiderivative()(x)
        inverse = CubicSpline(x, total).antiderivative()(x)
        exchange = -(3 * total / (4 * np.pi**2 * r**2))**(1 / 3)
        w_new = -Z + charge + r * (inverse[-1] - inverse) + r * exchange
        f = w_new - w
        if np.max(np.abs(f)) < 1e-6:
            assert abs(charge[-1] - Z) < 1e-4
            return w
        ws, fs = (ws + [w])[-6:], (fs + [f])[-6:]
        w = w + 0.3 * f
        if cycle > 3:                  # Anderson mixing
            dF, dW = np.diff(fs, axis=0).T, np.diff(ws, axis=0).T
            w = w - (dW + 0.3 * dF) @ np.linalg.lstsq(dF, f, rcond=None)[0]
    raise AssertionError("self-consistency not reached")


# ---- direct integration of the radial equations (s states, kappa = -1) -------
kap = -1


def outer_solution(eps, w_of_x):
    """Decaying Dirac (P, Q) and Schroedinger (u, u') solutions down to r_c."""
    def rhs(t, y):
        rr, a = np.exp(t), eps - float(w_of_x(t)) / np.exp(t)
        return [-kap * y[0] + rr * (2 * c + a / c) * y[1],
                kap * y[1] - rr * a / c * y[0], rr * y[3], -2 * rr * a * y[2]]
    r0 = 25.0
    a0 = eps - float(w_of_x(np.log(r0))) / r0
    k0 = np.sqrt(-2 * a0)
    q0 = (-k0 + kap / r0) / (2 * c + a0 / c)
    return solve_ivp(rhs, (np.log(r0), np.log(r_c)), [1.0, q0, 1.0, -k0],
                     method="DOP853", rtol=1e-11, atol=1e-15, dense_output=True)


def inner_dirac(eps, w_of_x, Z):
    """Regular Dirac solution at r_c: P, Q and integral of P^2 + Q^2."""
    def rhs(t, y):
        rr = np.exp(t)
        ra = rr * eps - float(w_of_x(t))
        return [-kap * y[0] + (2 * c * rr + ra / c) * y[1],
                kap * y[1] - ra / c * y[0], rr * (y[0]**2 + y[1]**2)]
    gam = np.sqrt(1 - (Z * alpha)**2)
    p0 = 1e-4
    q0 = c * (gam + kap) / Z * p0
    y0 = [p0, q0, r[0] * (p0**2 + q0**2) / (2 * gam + 1)]
    return solve_ivp(rhs, (x[0], np.log(r_c)), y0, method="DOP853",
                     rtol=1e-11, atol=1e-15).y[:, -1]


def inner_schroedinger(eps, potential, r0, Z):
    """u'/u at r_c of the regular s-wave Schroedinger solution."""
    def rhs(t, y):
        rr = np.exp(t)
        return [rr * y[1], 2 * rr * (potential(rr) - eps) * y[0]]
    y = solve_ivp(rhs, (np.log(r0), np.log(r_c)),
                  [r0 * (1 - Z * r0), 1 - 2 * Z * r0], method="DOP853",
                  rtol=1e-11, atol=1e-15).y[:, -1]
    return y[1] / y[0]


# ---- Cu, Ag, Au: where does relativity act on the valence s orbital? ---------
atoms = {"Cu 4s": (29, 4, 2, 1, 0), "Ag 5s": (47, 5, 3, 2, 0),
         "Au 6s": (79, 6, 4, 3, 1)}
nonrel = 100.0                         # factor on c that switches relativity off
table = {}
for name, config in atoms.items():
    Z, ns = config[:2]
    w = self_consistent(*config)
    w_of_x = CubicSpline(x, w)

    def valence(c_q):
        energy, vec = orbitals(-1, w, ns, c_q)
        return energy[-1], vec[:, -1]

    eps, vec = valence(c_true)
    outside = r_q > r_c
    shift_out = eps - valence(np.where(outside, nonrel * c, c))[0]
    shift_in = eps - valence(np.where(outside, c, nonrel * c))[0]
    density = (eps - w[1::2] / r_q) * vec[1::2]**2
    predicted = -density[outside].sum()
    uncancelled = np.abs(density[outside]).sum()
    assert abs(shift_out - predicted) < 2e-3 * uncancelled + 1e-11
    running = np.cumsum(density)
    half_radius = r_q[np.searchsorted(running, 0.5 * running[-1])]

    sol = outer_solution(eps, w_of_x)
    t = np.linspace(np.log(r_c), np.log(25.0), 4001)
    rr = np.exp(t)
    P, Q, u, du = sol.sol(t)
    V = w_of_x(t) / rr
    dV = (w_of_x(t, 1) - w_of_x(t)) / rr**2
    M = 1 + (eps - V) / (2 * c**2)
    KP = 2 * c * M * Q
    S = alpha**2 * ((eps - V)**2 * P + dV * KP / (2 * M))
    Pe, Qe, ue, due = sol.y[:, -1]
    dL = (2 * c * M[0] * Qe / Pe - kap / r_c) - due / ue
    dL_integral = simpson(u * S * rr, x=t) / (ue * Pe)
    scale = simpson(np.abs(u * S) * rr, x=t) / (ue * Pe)
    assert abs(dL - dL_integral) < 1e-2 * abs(scale)
    local = 0.5 * S / P / alpha**2
    local_max = np.max(np.abs(local[rr < 10]))

    assert local_max < 1 and abs(shift_out) < alpha**2
    assert abs(shift_in) > 100 * abs(shift_out)
    assert half_radius * Z < 5
    table[name] = [Z, (Z * alpha)**2, eps, V[0], eps - V[0], dV[0], local_max,
                   dL, dL_integral, shift_in, shift_in / (Z * alpha)**2,
                   shift_out, predicted, shift_out / alpha**2,
                   uncancelled / alpha**2, half_radius, half_radius * Z]

growth = table["Au 6s"][9] / table["Cu 4s"][9]
assert 4 < growth < 30                 # (79/29)^2 with higher-order enhancement

# the last atom of the loop is gold: move the switching radius into the core
radii = (0.01, 0.1, 0.5, 1.0, 2.0)
moved = [eps - valence(np.where(r_q > R, nonrel * c, c))[0] for R in radii]
assert abs(moved[0]) > 1000 * abs(moved[-1])
small_core = np.sum(vec[1::2][~outside]**2)
core_norm = small_core + np.sum(vec[0::2][r[0::2] < r_c]**2)

# ---- gold 6s: norm identity and norm-conserving pseudopotential --------------
V_c = float(w_of_x(np.log(r_c))) / r_c


def mismatch(e):
    p_in, q_in, _ = inner_dirac(e, w_of_x, Z)
    y = outer_solution(e, w_of_x).y[:, -1]
    return c * (q_in / p_in - y[1] / y[0])


eps_d = brentq(mismatch, eps - 2e-3, eps + 2e-3, xtol=1e-11)
assert abs(eps_d - eps) < 5e-4         # second-order grid against integration


def dirac_log(e):
    p_in, q_in, norm = inner_dirac(e, w_of_x, Z)
    return (2 * c + (e - V_c) / c) * q_in / p_in - kap / r_c, norm / p_in**2


L0, norm_ratio = dirac_log(eps_d)
step = 2e-4
L_dot = (dirac_log(eps_d + step)[0] - dirac_log(eps_d - step)[0]) / (2 * step)
M_c = 1 + alpha**2 * (eps_d - V_c) / 2
exact_norm = -(L_dot - alpha**2 * (L0 + kap / r_c) / (2 * M_c)) / (2 * M_c)
norm_defect = norm_ratio / (-0.5 * L_dot) - 1
assert abs(norm_ratio / exact_norm - 1) < 1e-5
assert abs(norm_defect) < 2 * alpha**2

# u = r exp(p): value 1, slope, curvature and total core norm matched at r_c
dp = L0 - 1 / r_c
ddp = 2 * (V_c - eps_d) - dp**2 - 2 * dp / r_c
b = np.linalg.solve([[1, r_c**2, r_c**4], [0, 2 * r_c, 4 * r_c**3],
                     [0, 2, 12 * r_c**2]], [-np.log(r_c), dp, ddp])
base = Polynomial([b[0], 0, b[1], 0, b[2]])
bump = Polynomial([1, 0, -1 / r_c**2])**3
nodes, weights = np.polynomial.legendre.leggauss(80)
nodes, weights = r_c * (nodes + 1) / 2, r_c * weights / 2


def norm_error(s):
    return weights @ (nodes * np.exp((base + s * bump)(nodes)))**2 - norm_ratio


s_root = brentq(norm_error, -20, 20, xtol=1e-13)
p1 = (base + s_root * bump).deriv()
p2 = p1.deriv()


def v_ps(rr):
    return eps_d + 0.5 * (p2(rr) + p1(rr)**2 + 2 * p1(rr) / rr)


def ps_log(e):
    return inner_schroedinger(e, v_ps, 1e-4, 0)


def ps_mismatch(e):
    y = outer_solution(e, w_of_x).y[:, -1]
    return ps_log(e) - y[3] / y[2]


eps_ps = brentq(ps_mismatch, eps_d - 1e-3, eps_d + 1e-3, xtol=1e-11)
assert abs(eps_ps - eps_d) < alpha**2


def all_electron(rr):
    return float(w_of_x(np.log(rr))) / rr


logs = []
for de in (-0.05, 0.0, 0.05):
    row = (dirac_log(eps_d + de)[0], ps_log(eps_d + de),
           inner_schroedinger(eps_d + de, all_electron, 1e-6, Z))
    assert abs(row[1] - row[0]) < 0.25 * abs(row[2] - row[0])
    logs.append((de, row))

# ---- output ------------------------------------------------------------------
print(f"alpha^2 = {alpha**2:.6e} ; core radius r_c = {r_c:.1f} bohr")
print(f"largest relative grid error, hydrogenic Z=79: {grid_error:.1e}")
print("columns: " + ", ".join(table))
labels = ["nuclear charge Z", "(Z alpha)^2", "Dirac energy eps [Ha]",
          "V(r_c) [Ha]", "eps - V(r_c) [Ha]", "V'(r_c) [Ha/bohr]",
          "max |S/(2P)|/alpha^2, 2<r<10 bohr [Ha]",
          "P'/P - u'/u at r_c, outer solutions [1/bohr]",
          "same from the integral of u S [1/bohr]",
          "shift from relativity inside r_c [Ha]", "  divided by (Z alpha)^2 [Ha]",
          "shift from relativity outside r_c [Ha]",
          "  same from -int (eps-V) Q^2 [Ha]", "  divided by alpha^2 [Ha]",
          "outer int |eps-V| Q^2 / alpha^2 [Ha]",
          "half-value radius of int (eps-V) Q^2 [bohr]", "  times Z [bohr]"]
for i, label in enumerate(labels):
    print(f"{label}: " + ", ".join(f"{row[i]:.5g}" for row in table.values()))
print(f"inner shift, ratio Au/Cu: {growth:.2f} ; (79/29)^2 = {(79/29)**2:.2f}")
print(f"Au inner shift: {table['Au 6s'][9] * hartree_ev:.3f} eV")
print(f"Au outer shift: {table['Au 6s'][11] * hartree_ev:.2e} eV")
for R, value in zip(radii, moved):
    print(f"Au shift from relativity beyond {R:.2f} bohr: {value:.4e} Ha")
print(f"Au 6s norm inside r_c, P^2+Q^2: {core_norm:.5f}")
print(f"Au 6s norm inside r_c, Q^2 only: {small_core:.3e}")
print(f"Au 6s energy by direct integration: {eps_d:.7f} Ha")
print(f"Au L = P'/P at r_c: {L0:.6f} 1/bohr")
print(f"Au dL/d eps at r_c: {L_dot:.6f} 1/(bohr Ha)")
print(f"Au core norm / P(r_c)^2: {norm_ratio:.6f} bohr")
print(f"Au core norm / (-P^2 L_dot/2) - 1: {norm_defect:.2e}")
print(f"pseudo-orbital b0, b2, b4: {b[0]:.6f}, {b[1]:.6f} bohr^-2, "
      f"{b[2]:.6f} bohr^-4")
print(f"pseudo-orbital norm parameter s: {s_root:.6f}")
print(f"pseudopotential near r = 0: {v_ps(1e-4):.5f} Ha")
print(f"pseudo energy minus Dirac energy: {eps_ps - eps_d:.3e} Ha")
print("L at r_c [1/bohr]: Dirac, pseudo, all-electron Schroedinger")
for de, row in logs:
    print(f"  energy offset {de:+.2f} Ha: " + ", ".join(f"{v:.5f}" for v in row))
print("verified")
```

Printed output:

```
alpha^2 = 5.325135e-05 ; core radius r_c = 2.0 bohr
largest relative grid error, hydrogenic Z=79: 1.3e-05
columns: Cu 4s, Ag 5s, Au 6s
nuclear charge Z: 29, 47, 79
(Z alpha)^2: 0.044784, 0.11763, 0.33234
Dirac energy eps [Ha]: -0.14463, -0.13869, -0.18639
V(r_c) [Ha]: -0.56206, -0.74108, -0.84472
eps - V(r_c) [Ha]: 0.41743, 0.60239, 0.65833
V'(r_c) [Ha/bohr]: 0.67037, 1.0079, 1.2051
max |S/(2P)|/alpha^2, 2<r<10 bohr [Ha]: 0.035441, 0.16778, 0.16753
P'/P - u'/u at r_c, outer solutions [1/bohr]: -2.5549e-06, 2.5136e-08, -1.8411e-06
same from the integral of u S [1/bohr]: -2.5549e-06, 2.5135e-08, -1.8411e-06
shift from relativity inside r_c [Ha]: -0.0078931, -0.02126, -0.079852
  divided by (Z alpha)^2 [Ha]: -0.17625, -0.18073, -0.24027
shift from relativity outside r_c [Ha]: -1.5534e-07, -1.3717e-07, -1.984e-07
  same from -int (eps-V) Q^2 [Ha]: -1.5535e-07, -1.3718e-07, -1.9842e-07
  divided by alpha^2 [Ha]: -0.0029171, -0.0025759, -0.0037257
outer int |eps-V| Q^2 / alpha^2 [Ha]: 0.0058144, 0.005254, 0.0085976
half-value radius of int (eps-V) Q^2 [bohr]: 0.031407, 0.018755, 0.0090424
  times Z [bohr]: 0.9108, 0.8815, 0.71435
inner shift, ratio Au/Cu: 10.12 ; (79/29)^2 = 7.42
Au inner shift: -2.173 eV
Au outer shift: -5.40e-06 eV
Au shift from relativity beyond 0.01 bohr: -4.7686e-02 Ha
Au shift from relativity beyond 0.10 bohr: -2.4681e-03 Ha
Au shift from relativity beyond 0.50 bohr: -1.1280e-04 Ha
Au shift from relativity beyond 1.00 bohr: -2.3801e-05 Ha
Au shift from relativity beyond 2.00 bohr: -1.9840e-07 Ha
Au 6s norm inside r_c, P^2+Q^2: 0.20110
Au 6s norm inside r_c, Q^2 only: 5.384e-05
Au 6s energy by direct integration: -0.1862495 Ha
Au L = P'/P at r_c: 0.337358 1/bohr
Au dL/d eps at r_c: -1.029888 1/(bohr Ha)
Au core norm / P(r_c)^2: 0.514933 bohr
Au core norm / (-P^2 L_dot/2) - 1: -2.18e-05
pseudo-orbital b0, b2, b4: -1.080225, 0.234199 bohr^-2, -0.034357 bohr^-4
pseudo-orbital norm parameter s: -0.787523
pseudopotential near r = 0: 2.28828 Ha
pseudo energy minus Dirac energy: -3.578e-07 Ha
L at r_c [1/bohr]: Dirac, pseudo, all-electron Schroedinger
  energy offset -0.05 Ha: 0.38827, 0.38814, 0.91308
  energy offset +0.00 Ha: 0.33736, 0.33736, 0.87072
  energy offset +0.05 Ha: 0.28526, 0.28513, 0.82789
verified
```
